# When the energy multiplying dS matters in electron-phonon coupling: test program

```python
"""
Result under test: for H~ psi = e S~ psi the electron-phonon element
h - eps*s (h = <m|dH~|n>, s = <m|dS~|n>) gives the same double-delta
coupling lambda for eps = e_n, e_m or their mean, equal to the all-electron
value. Finite smearing, finite phonon energy and virtual transitions
distinguish the choices.
Model: 1D chain, H = kinetic + Gaussian atomic wells, and an atom-following
transformation T = 1 + sum_atoms |chi><p|; H~ = T^+ H T, S~ = T^+ T.
Energies are in eV, lengths in bohr. D and S denote elements per cell
(number of cells times the element for displacement of one atom).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

RY = physical_constants["Rydberg constant times hc in eV"][0]
a = 5.0               # lattice constant
well = 15.0           # integrated well strength, eV bohr
width = 0.6           # width of each well
chi_strength = 1.0    # strength of the transformation
chi_width, p_width = 0.4, 0.8
spring = 1.0          # phonon force constant M omega^2, eV/bohr^2
n_plane = 9           # plane waves per primitive cell


def v_atom(q):
    return -well * np.exp(-0.5 * (q * width) ** 2)


def operators(cells, twist, u):
    """Plane-wave H and T of a supercell whose atom 0 is displaced by u."""
    size = cells * n_plane
    j = np.arange(size) - size // 2
    K = (j + twist) * 2 * np.pi / (cells * a)
    dK = K[:, None] - K[None, :]
    same_k = (j[:, None] - j[None, :]) % cells == 0
    structure = cells * same_k + np.exp(-1j * dK * u) - 1.0
    H = np.diag(RY * K**2) + v_atom(dK) * structure / (cells * a)
    chi = chi_strength * np.exp(-0.5 * (K * chi_width) ** 2)
    p = np.exp(-0.5 * (K * p_width) ** 2)
    T = np.eye(size) + np.outer(chi, p) * structure / (cells * a)
    return j, K, H, T


# Bloch states of the undisplaced transformed problem, two lowest bands
N = 122
j, K, H0, T0 = operators(N, 0.5, 0.0)
C = np.zeros((len(K), 2 * N), complex)
e = np.zeros(2 * N)
for r in range(N):
    idx = np.where((j - (r - N // 2)) % N == 0)[0]
    Hb, Tb = H0[np.ix_(idx, idx)], T0[np.ix_(idx, idx)]
    vals, vecs = eigh(Tb.conj().T @ Hb @ Tb, Tb.conj().T @ Tb)
    for band in range(2):
        C[idx, r + band * N] = vecs[:, band]
        e[r + band * N] = vals[band]

# Derivatives of the transformed operators by central differences
step = 5e-4
moved = []
for u in (step, -step):
    _, _, Hu, Tu = operators(N, 0.5, u)
    X = Tu @ C
    moved.append((X.conj().T @ (Hu @ X), X.conj().T @ X, X))
h = N * (moved[0][0] - moved[1][0]) / (2 * step)
s = N * (moved[0][1] - moved[1][1]) / (2 * step)
X0 = T0 @ C
A = N * X0.conj().T @ (moved[0][2] - moved[1][2]) / (2 * step)

# All-electron element from the analytic derivative of the potential
dK = K[:, None] - K[None, :]
D_ae = X0.conj().T @ ((-1j * dK * v_atom(dK) / a) @ X0)
em, en = e[:, None], e[None, :]
D_from_transform = h - em * A - A.conj().T * en
identity_error = np.max(abs(D_from_transform - D_ae)) / np.max(abs(D_ae))
assert identity_error < 5e-5      # finite-difference truncation

D = {"e_n": h - en * s, "e_m": h - em * s, "mean": h - 0.5 * (em + en) * s}
inter = np.max(abs(D["mean"] - D_ae)[N:, :N]) / np.max(abs(D_ae))
assert inter > 0.01               # the mean is not exact between bands

right, left = N // 2 + 30, N // 2 - 31     # states at +kF and -kF
kF = np.pi / (2 * a)
assert abs(K[np.where(j == 30)[0][0]] - kF) < 1e-12
EF = e[right]
assert np.min(e[N:]) - EF > 6 * 0.3        # second band has no weight
for name in D:
    assert abs(D[name][left, right] - D_ae[left, right]) < 1e-4


def gaussian(sigma):
    x = (e[:N] - EF) / sigma
    return np.exp(-0.5 * x**2) / (np.sqrt(2 * np.pi) * sigma)


def coupling(element, sigma):
    w = gaussian(sigma)
    dos = np.sum(w) / N
    total = w @ abs(element[:N, :N]) ** 2 @ w / N**2
    return total / (dos * spring)


def zero_width(element):
    widths = np.array([0.08, 0.12, 0.16])
    values = [coupling(element, x) for x in widths]
    return np.polyfit(widths**2, values, 2)[-1]


# Independent all-electron Fermi-point value from a single cell
def cell_state(k):
    q = k + 2 * np.pi / a * np.arange(-10, 11)
    Hk = np.diag(RY * q**2) + v_atom(q[:, None] - q[None, :]) / a
    vals, vecs = eigh(Hk)
    return vals[0], vecs[:, 0], q


dk = 1e-3
velocity = (cell_state(kF + dk)[0] - cell_state(kF - dk)[0]) / (2 * dk)
NF = a / (np.pi * velocity)
_, c1, q1 = cell_state(kF)
_, c2, q2 = cell_state(-kF)
dq = q2[:, None] - q1[None, :]
D_back = c2 @ (-1j * dq * v_atom(dq) / a) @ c1
lam_fermi = NF * abs(D_back) ** 2 / (2 * spring)
lam_zero = {name: zero_width(D[name]) for name in D}
for value in lam_zero.values():
    assert abs(value / lam_fermi - 1) < 1e-3   # extrapolation error

# Omitting dS~ fails and depends on the energy zero
lam_no_s = zero_width(h)
lam_no_s_shift = zero_width(h + 5.0 * s)
assert abs(lam_no_s / lam_fermi - 1) > 0.02
assert abs(lam_no_s_shift / lam_no_s - 1) > 0.02

# Finite smearing: equality of one-sided choices and quadratic excess
S_back = s[left, right]
table = []
for sigma in (0.08, 0.1, 0.2, 0.3):
    ln, lm, la = (coupling(D[x], sigma) for x in ("e_n", "e_m", "mean"))
    assert abs(ln / lm - 1) < 1e-8 and ln > la
    predicted = NF * sigma**2 * abs(S_back) ** 2 / (4 * spring)
    table.append((sigma, ln, la, ln - la, predicted))
assert abs(table[0][3] / table[0][4] - 1) < 0.05   # higher orders in sigma

# Equality also at one fixed wavevector, q not equivalent to -q
w = gaussian(0.2)
initial = np.arange(N)
final = (initial + 60) % N
fixed_q = [np.sum(w[initial] * w[final] * abs(D[x][final, initial]) ** 2)
           for x in ("e_n", "e_m")]
assert abs(fixed_q[0] / fixed_q[1] - 1) < 1e-7

# Real emission: phonon energy equals the electronic energy loss
emission = []
overlap_product = np.real(np.conj(D_ae[left, right]) * S_back)
for shift in (1, 2):
    n, m = right + shift, left
    omega = e[n] - e[m]
    ref = abs(D_ae[m, n]) ** 2
    rel = [100 * (abs(D[x][m, n]) ** 2 / ref - 1)
           for x in ("e_n", "e_m", "mean")]
    split = abs(D["e_n"][m, n]) ** 2 - abs(D["e_m"][m, n]) ** 2
    linear = -2 * omega * overlap_product
    assert abs(split / linear - 1) < 0.15   # variation away from E_F
    emission.append((omega, rel, split, linear))

# Static second-order energy: small supercell around a displaced geometry
u0, state = 0.3, 1


def second_order(du):
    """All-electron slope and curvature, and the transformed formulas."""
    Hs, Ss, levels = [], [], []
    for u in (u0 - du, u0, u0 + du):
        _, _, Hu, Tu = operators(3, 0.2, u)
        Hs.append(Tu.conj().T @ Hu @ Tu)
        Ss.append(Tu.conj().T @ Tu)
        levels.append(np.linalg.eigvalsh(Hu)[state])
    curv_ae = (levels[0] - 2 * levels[1] + levels[2]) / du**2
    slope_ae = (levels[2] - levels[0]) / (2 * du)
    E, Y = eigh(Hs[1], Ss[1])
    y = Y[:, state]
    h1 = Y.conj().T @ ((Hs[2] - Hs[0]) / (2 * du)) @ y
    s1 = Y.conj().T @ ((Ss[2] - Ss[0]) / (2 * du)) @ y
    H2 = (Hs[0] - 2 * Hs[1] + Hs[2]) / du**2
    S2 = (Ss[0] - 2 * Ss[1] + Ss[2]) / du**2
    slope = np.real(h1[state] - E[state] * s1[state])
    companions = np.real(y.conj() @ (H2 - E[state] * S2) @ y
                         - 2 * slope * s1[state])
    others = np.arange(len(E)) != state
    curvature = {}
    for name, eps in (("e_n", E[state]), ("e_m", E),
                      ("mean", 0.5 * (E + E[state]))):
        g = h1 - eps * s1
        curvature[name] = companions + 2 * np.sum(
            abs(g[others]) ** 2 / (E[state] - E[others]))
    return slope_ae, curv_ae, slope, companions, curvature


coarse_step, fine_step = 0.01, 5e-4
coarse = second_order(coarse_step)
slope_ae, curv_ae, slope, companions, curvature = second_order(fine_step)
coarse_error = abs(coarse[4]["e_n"] - coarse[1])
fine_error = abs(curvature["e_n"] - curv_ae)
assert abs(slope - slope_ae) < 1e-3 * max(1.0, abs(slope_ae))
scale = max(1.0, abs(curv_ae))
assert fine_error < 2e-3 * scale           # difference step
assert abs(curvature["e_m"] - curv_ae) > 0.01 * scale
assert abs(curvature["mean"] - curv_ae) > 0.01 * scale

print(f"lattice constant = {a:.1f} bohr; cells = {N}")
print(f"well strength = {well:.1f} eV bohr; width = {width:.1f} bohr")
print(f"chi strength = {chi_strength:.1f} bohr")
print(f"chi width = {chi_width:.1f}; p width = {p_width:.1f} bohr")
print(f"force constant = {spring:.1f} eV/bohr^2")
print(f"plane waves per cell = {n_plane}")
print(f"kF = {kF:.5f} 1/bohr; E_F = {EF:.4f} eV")
print(f"Fermi velocity dE/dk = {velocity:.4f} eV bohr")
print(f"N_F per spin and cell = {NF:.5f} 1/eV")
print(f"|D| backscattering, all-electron = {abs(D_back):.5f} eV/bohr")
print(f"|h| backscattering = {abs(h[left, right]):.5f} eV/bohr")
print(f"|S| backscattering = {abs(S_back):.5f} 1/bohr")
print(f"relative error of transformation identity = {identity_error:.1e}")
print(f"lambda, all-electron Fermi points = {lam_fermi:.5f}")
for name in D:
    print(f"lambda, zero width, {name} = {lam_zero[name]:.5f}")
print(f"lambda, zero width, dS omitted = {lam_no_s:.5f}")
print(f"same, energy zero shifted by 5 eV = {lam_no_s_shift:.5f}")
print("smearing: sigma(eV), lambda(e_n), lambda(mean)")
for row in table:
    print(f"  {row[0]:.2f}  {row[1]:.7f}  {row[2]:.7f}")
print("smearing excess: sigma(eV), computed, leading formula")
for row in table:
    print(f"  {row[0]:.2f}  {row[3]:.3e}  {row[4]:.3e}")
print(f"fixed q: relative e_n/e_m difference = "
      f"{abs(fixed_q[0] / fixed_q[1] - 1):.1e}")
print("emission: error of |D|^2 against all-electron, percent")
for omega, rel, split, linear in emission:
    print(f"  omega = {omega:.5f} eV: e_n {rel[0]:.4f}, "
          f"e_m {rel[1]:.4f}, mean {rel[2]:.4f}")
    print(f"  e_n-e_m split = {split:.5f}, linear = {linear:.5f} "
          "(eV/bohr)^2")
print("interband pair, +kF band 1 to -kF band 2, |D| in eV/bohr:")
print(f"  all-electron = {abs(D_ae[N + left, right]):.5f}")
for name in D:
    print(f"  {name} = {abs(D[name][N + left, right]):.5f}")
print(f"largest interband error of mean / largest |D| = {inter:.4f}")
print(f"second-order test: displacement = {u0:.1f} bohr, 3 cells")
print(f"  slope, all-electron = {slope_ae:.5f} eV/bohr")
print(f"  curvature, all-electron = {curv_ae:.5f} eV/bohr^2")
print(f"  companion terms alone = {companions:.5f} eV/bohr^2")
for name in curvature:
    print(f"  curvature, {name} = {curvature[name]:.5f} eV/bohr^2")
print(f"  e_n error, step {coarse_step:.4f} bohr = "
      f"{coarse_error:.2e} eV/bohr^2")
print(f"  e_n error, step {fine_step:.4f} bohr = "
      f"{fine_error:.2e} eV/bohr^2")
print("PASS")
```

Output:

```
lattice constant = 5.0 bohr; cells = 122
well strength = 15.0 eV bohr; width = 0.6 bohr
chi strength = 1.0 bohr
chi width = 0.4; p width = 0.8 bohr
force constant = 1.0 eV/bohr^2
plane waves per cell = 9
kF = 0.31416 1/bohr; E_F = -2.3332 eV
Fermi velocity dE/dk = 7.2869 eV bohr
N_F per spin and cell = 0.21841 1/eV
|D| backscattering, all-electron = 1.23189 eV/bohr
|h| backscattering = 1.60774 eV/bohr
|S| backscattering = 0.16109 1/bohr
relative error of transformation identity = 1.2e-06
lambda, all-electron Fermi points = 0.16573
lambda, zero width, e_n = 0.16573
lambda, zero width, e_m = 0.16573
lambda, zero width, mean = 0.16573
lambda, zero width, dS omitted = 0.28228
same, energy zero shifted by 5 eV = 0.07030
smearing: sigma(eV), lambda(e_n), lambda(mean)
  0.08  0.1655605  0.1655515
  0.10  0.1654665  0.1654523
  0.20  0.1646697  0.1646131
  0.30  0.1632838  0.1631560
smearing excess: sigma(eV), computed, leading formula
  0.08  9.064e-06  9.068e-06
  0.10  1.416e-05  1.417e-05
  0.20  5.659e-05  5.667e-05
  0.30  1.278e-04  1.275e-04
fixed q: relative e_n/e_m difference = 0.0e+00
emission: error of |D|^2 against all-electron, percent
  omega = 0.07604 eV: e_n 0.9989, e_m -0.9918, mean 0.0010
  e_n-e_m split = 0.03087, linear = 0.03018 (eV/bohr)^2
  omega = 0.15401 eV: e_n 2.0327, e_m -2.0031, mean 0.0046
  e_n-e_m split = 0.06384, linear = 0.06112 (eV/bohr)^2
interband pair, +kF band 1 to -kF band 2, |D| in eV/bohr:
  all-electron = 2.52095
  e_n = 1.09428
  e_m = 4.55527
  mean = 2.82478
largest interband error of mean / largest |D| = 0.1147
second-order test: displacement = 0.3 bohr, 3 cells
  slope, all-electron = -0.02280 eV/bohr
  curvature, all-electron = -0.07051 eV/bohr^2
  companion terms alone = 17.55020 eV/bohr^2
  curvature, e_n = -0.07050 eV/bohr^2
  curvature, e_m = 12.70037 eV/bohr^2
  curvature, mean = 13.59104 eV/bohr^2
  e_n error, step 0.0100 bohr = 6.36e-03 eV/bohr^2
  e_n error, step 0.0005 bohr = 1.61e-05 eV/bohr^2
PASS
```
